# Choosing the mixing fraction in self-consistent STLS electron-gas response: a program that tests the result

```python
"""
STLS local-field factor of the 3D unpolarized electron gas at T = 0.
Result under test: the self-consistent G(Q) and S(Q) on the imaginary axis,
    S(Q) = (3Q/pi) int_0^inf du f/(1 + x f),      x = c (1 - G)/Q^2,
    G(Q) = -(3/2) int_0^inf dk k^2 K(Q,k) [S(k) - 1],
the stability limit of linear mixing G <- (1-a) G + a F[G], and the
contact value g(0) = 1 + (3/2) int dk k^2 [S(k) - 1] in RPA (G=0) and STLS.
Symbols: Q, k wavevectors / k_F; u = omega/(q v_F) on the imaginary axis;
f = -chi0 * pi^2/k_F (Lindhard); c = 4 alpha r_s/pi; k_F = 1/(alpha r_s)
in Hartree atomic units; mu = eigenvalues of dF/dG; lam = largest |mu|.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import quad
from scipy.optimize import brentq

ALPHA = (4 / (9 * np.pi)) ** (1 / 3)


def coupling(rs):
    return 4 * ALPHA * rs / np.pi


def unit_gauss(n):
    x, w = leggauss(n)
    return (x + 1) / 2, w / 2


def lindhard(Q, u):
    log_term = np.log1p(2 * Q / ((1 - Q / 2) ** 2 + u ** 2))
    angle = np.arctan2(2 * u, u ** 2 + Q ** 2 / 4 - 1)
    return 0.5 * (1 + (1 + u ** 2 - Q ** 2 / 4) / (2 * Q) * log_term
                  - u * angle)


def frequency_table(Q, nu):
    """Lindhard values and quadrature weights in u for each Q."""
    y, w = unit_gauss(nu)
    scale = (1 + Q / 2)[:, None]
    u = scale * (y / (1 - y)) ** 2
    return lindhard(Q[:, None], u), scale * 2 * y / (1 - y) ** 3 * w


def free_s_minus_one(Q):
    return np.where(Q < 2, 0.75 * Q - Q ** 3 / 16 - 1, 0.0)


def s_minus_one(Q, f, wu, G, c):
    x = (c * (1 - G) / Q ** 2)[:, None]
    loss = np.sum(wu * x * f ** 2 / (1 + x * f), axis=1)
    return free_s_minus_one(Q) - 3 * Q / np.pi * loss


def kernel(q, k):
    ratio = np.minimum(np.minimum(q, k) / np.maximum(q, k), 1 - 1e-15)
    return 0.5 * (1 + (q / k - k / q) * np.arctanh(ratio))


class Grid:
    """Gauss panels 0<k<2 and k=2/t, 0<t<1, with product integration."""

    def __init__(self, n, nu):
        self.n = n
        self.y, self.wy = unit_gauss(n)
        self.Q = np.concatenate([2 * self.y, 2 / self.y])
        self.k2dk = np.concatenate([2 * self.wy * (2 * self.y) ** 2,
                                    0.5 * self.wy * (2 / self.y) ** 4])
        self.f, self.wu = frequency_table(self.Q, nu)
        self.A = self.closure(self.Q)

    def closure(self, q_out):
        """Matrix that turns S-1 on the nodes into G at q_out."""
        n = self.n
        tau, wt = unit_gauss(48)
        s = tau ** 3 * (10 - 15 * tau + 6 * tau ** 2)
        ws = 30 * tau ** 2 * (1 - tau) ** 2 * wt
        order = (2 * np.arange(n) + 1)[:, None]
        coef = order * legvander(2 * self.y - 1, n - 1).T * self.wy
        A = np.zeros((len(q_out), 2 * n))
        for i, q in enumerate(q_out):
            for panel, kink in ((0, q / 2), (1, 2 / q)):
                cuts = [0.0, kink, 1.0] if kink < 1 else [0.0, 1.0]
                for lo, hi in zip(cuts[:-1], cuts[1:]):
                    x = lo + (hi - lo) * s
                    k = 2 * x if panel == 0 else 2 / x
                    measure = 2 * k ** 2 if panel == 0 else 0.5
                    weight = (hi - lo) * ws * measure * kernel(q, k)
                    row = weight @ (legvander(2 * x - 1, n - 1) @ coef)
                    if panel == 1:
                        row = row * self.Q[n:] ** 4
                    A[i, panel * n:(panel + 1) * n] -= 1.5 * row
        return A

    def s1(self, G, c):
        return s_minus_one(self.Q, self.f, self.wu, G, c)

    def contact(self, h):
        return 1 + 1.5 * np.sum(self.k2dk * h)

    def iterate(self, c, a, tol, nmax, start=None):
        """Linear mixing; stops if the static denominator vanishes."""
        G = np.zeros_like(self.Q) if start is None else start.copy()
        history = []
        for _ in range(nmax):
            x = (c * (1 - G) / self.Q ** 2)[:, None]
            if np.min(1 + x * self.f) <= 0:
                return G, history, "pole"
            h = self.s1(G, c)
            history.append(self.contact(h))
            new = self.A @ h
            if np.max(np.abs(new - G)) < tol:
                return new, history, "ok"
            G = (1 - a) * G + a * new
        return G, history, "no conv"

    def solve(self, rs):
        G, _, status = self.iterate(coupling(rs), 0.1, 1e-11, 3000)
        assert status == "ok", (rs, status)
        return G

    def jacobian(self, G, c):
        e = (c / self.Q ** 2)[:, None]
        den = 1 + e * (1 - G)[:, None] * self.f
        D = 3 * self.Q / np.pi * np.sum(
            self.wu * e * self.f ** 2 / den ** 2, axis=1)
        return self.A * D

    def spectrum(self, rs, G=None):
        G = self.solve(rs) if G is None else G
        return np.linalg.eigvals(self.jacobian(G, coupling(rs)))


def mixing_radius(mu, a):
    return np.max(np.abs(1 - a * (1 - mu)))


def largest_mixing(mu):
    return np.min(2 * (1 - mu).real / np.abs(1 - mu) ** 2)


def measured_rate(grid, rs, G_fixed, a):
    """Error factor per step of the true nonlinear iteration."""
    c, G, size = coupling(rs), G_fixed * (1 + 1e-5), []
    for _ in range(31):
        size.append(np.linalg.norm(G - G_fixed))
        G = (1 - a) * G + a * (grid.A @ grid.s1(G, c))
    return (size[30] / size[20]) ** 0.1


grid = Grid(32, 110)
n = grid.n

# Lindhard function against the integral over occupied states
xk, wk = unit_gauss(120)
xm, wm = leggauss(120)
err_lind = 0.0
for Q, u in ((0.7, 0.6), (2.0, 0.9), (3.5, 0.4)):
    gap = Q * xk[:, None] * xm + Q ** 2 / 2
    direct = (wk * xk ** 2) @ (gap / (gap ** 2 + (u * Q) ** 2)) @ wm
    err_lind = max(err_lind, abs(direct - lindhard(Q, u)))
assert err_lind < 1e-6

# free structure factor from the frequency integral
Qt = np.array([0.5, 1.5, 3.0])
ft, wt = frequency_table(Qt, 110)
free_sum = 3 * Qt / np.pi * np.sum(wt * ft, axis=1) - 1
assert np.max(np.abs(free_sum - free_s_minus_one(Qt))) < 1e-5

# closure against its vector form, with the free structure factor
q = 1.3
xp, wp = unit_gauss(400)
xa, wa = leggauss(400)
p = (q + 2) * xp
dist = np.sqrt(q * q + p[:, None] ** 2 - 2 * q * p[:, None] * xa)
vector_G = -0.75 * q * ((q + 2) * wp * p) @ (
    free_s_minus_one(dist) * xa) @ wa
grid_G = (grid.closure([q]) @ free_s_minus_one(grid.Q))[0]
err_vec = abs(vector_G - grid_G)
assert err_vec < 1e-4

# closure against real space: g(r) - 1 = -exp(-b r) has a closed-form G
b = 1.5
h_exp = -(8 * b / (3 * np.pi)) / (grid.Q ** 2 + b * b) ** 2
q_exp = np.array([0.3, 1.0, 2.1, 8.0])
closed = 1 - b / q_exp * np.arctan(q_exp / b)
err_exp = np.max(np.abs(grid.closure(q_exp) @ h_exp - closed))
assert err_exp < 1e-6

# main solution
rs0 = 4.0
c0 = coupling(rs0)
G0 = grid.solve(rs0)
h0 = grid.s1(G0, c0)
h0_rpa = grid.s1(0 * G0, c0)

# imaginary-axis S against real-frequency integration (no plasmon here)


def lindhard_real(Q, nu):
    z = complex(nu, 1e-13)
    lo, hi = z - Q / 2, z + Q / 2
    return 0.5 + (-(1 - lo ** 2) * np.log((lo + 1) / (lo - 1))
                  + (1 - hi ** 2) * np.log((hi + 1) / (hi - 1))) / (4 * Q)


Qr = 1.5
fr, wr = frequency_table(np.array([Qr]), 110)
err_real = 0.0
for Gr in (0.0, (grid.closure([Qr]) @ h0)[0]):
    x = c0 * (1 - Gr) / Qr ** 2
    assert 1 + x * lindhard_real(Qr, 1 + Qr / 2 + 1e-9).real > 0
    area = quad(lambda v: (lindhard_real(Qr, v)
                           / (1 + x * lindhard_real(Qr, v))).imag,
                0, 1 + Qr / 2, points=[1 - Qr / 2], limit=200)[0]
    S_imag = 1 + s_minus_one(np.array([Qr]), fr, wr, np.array([Gr]), c0)[0]
    err_real = max(err_real, abs(3 * Qr / np.pi * area - S_imag))
assert err_real < 1e-5

# limits of G, and the large-Q tail of S
dk = grid.k2dk / grid.Q ** 2
gamma0 = -0.5 * np.sum(dk * h0)
small_ratio = (grid.closure([0.05]) @ h0)[0] / 0.05 ** 2
assert abs(small_ratio / gamma0 - 1) < 1e-2
g0_main = grid.contact(h0)
assert abs((grid.closure([2e4]) @ h0)[0] - (1 - g0_main)) < 1e-3
G1 = grid.solve(1.0)
h1 = grid.s1(G1, coupling(1.0))
h1_rpa = grid.s1(0 * G1, coupling(1.0))
tail_unit = 8 * ALPHA / (3 * np.pi)
tail_stls = -h1[n] * grid.Q[n] ** 4 / tail_unit
tail_rpa = -h1_rpa[n] * grid.Q[n] ** 4 / tail_unit
assert abs(tail_stls / grid.contact(h1) - 1) < 1e-2
assert abs(tail_rpa - 1) < 1e-2

# Jacobian against finite differences of the full map
J0 = grid.jacobian(G0, c0)
shape = np.exp(-grid.Q / 3) * np.cos(grid.Q)
step = 1e-5
numeric = grid.A @ (grid.s1(G0 + step * shape, c0)
                    - grid.s1(G0 - step * shape, c0)) / (2 * step)
err_jac = np.max(np.abs(numeric - J0 @ shape))
assert err_jac < 1e-7

# finer against coarser grid
coarse = Grid(24, 80)
Gc = coarse.solve(rs0)
lam0 = np.max(np.abs(grid.spectrum(rs0, G0)))
d_contact = abs(coarse.contact(coarse.s1(Gc, c0)) - g0_main)
d_lam = abs(np.max(np.abs(coarse.spectrum(rs0, Gc))) - lam0)
assert d_contact < 1e-4 and d_lam < 1e-3

print(f"r_s = {rs0:.1f} a0, k_F = {1/(ALPHA*rs0):.4f} 1/a0, c = {c0:.4f}")
print(f"nodes in Q: {2*n}, nodes in u: {grid.f.shape[1]}")
print(f"error Lindhard vs state integral: {err_lind:.1e}")
print(f"error closure vs vector integral: {err_vec:.1e}")
print(f"error closure vs real-space form: {err_exp:.1e}")
print(f"error S, imaginary vs real axis: {err_real:.1e}")
print(f"error Jacobian vs differences: {err_jac:.1e}")
print(f"grid change of g(0): {d_contact:.1e}, of lam: {d_lam:.1e}")
print(f"r_s=1 tail Q^4(1-S)/(8 alpha r_s/3pi) at Q = {grid.Q[n]:.0f}:")
print(f"  RPA {tail_rpa:.4f}, STLS {tail_stls:.4f},"
      f" STLS g(0) {grid.contact(h1):.4f}")
print(f"r_s=4: gamma = {gamma0:.4f}, G(0.05)/0.05^2 = {small_ratio:.4f}")

print("r_s=4:  Q/k_F   G_STLS   S_RPA   S_STLS")
Qp = np.array([0.5, 1.0, 1.5, 2.0, 3.0, 4.0])
fp, wp2 = frequency_table(Qp, 110)
Gp = grid.closure(Qp) @ h0
Sr = 1 + s_minus_one(Qp, fp, wp2, 0 * Qp, c0)
Ss = 1 + s_minus_one(Qp, fp, wp2, Gp, c0)
for row in zip(Qp, Gp, Sr, Ss):
    print("       %5.1f  %7.4f  %7.4f  %7.4f" % row)

_, hist, status = grid.iterate(c0, 1.0, 1e-8, 400)
print("r_s=4, a=1, g(0) of successive iterates from RPA:")
print("  " + " ".join(f"{v:.4f}" for v in hist[:8]) + f"  [{status}]")

print("r_s   g0_RPA   g0_STLS   lam    a_max  a_best  rate")
mix_values = np.linspace(0.02, 1.98, 393)
cold = []
for rs in (1.0, 2.0, 4.0, 6.0, 10.0, 20.0):
    c = coupling(rs)
    G = grid.solve(rs)
    g_stls = grid.contact(grid.s1(G, c))
    g_rpa = grid.contact(grid.s1(0 * G, c))
    mu = grid.spectrum(rs, G)
    top = mu[np.argmax(np.abs(mu))]
    lam = abs(top)
    # dominant eigenvalue real and negative; none in the right half plane
    # (tolerance: the smallest eigenvalues are not resolved by the grid)
    assert top.real < 0 and abs(top.imag) < 1e-8
    assert np.max(mu.real) < 1e-2 * lam
    assert g_stls > g_rpa
    if rs >= 4:
        assert g_rpa < 0 and abs(g_stls) < 0.2 * abs(g_rpa)
    a_max = largest_mixing(mu)
    radii = [mixing_radius(mu, a) for a in mix_values]
    a_best = mix_values[int(np.argmin(radii))]
    print(f"{rs:4.0f} {g_rpa:8.4f} {g_stls:8.4f} {lam:8.4f}"
          f" {a_max:7.4f} {a_best:6.3f} {min(radii):7.4f}")
    counts = []
    for a in (1.0, a_best, 0.1):
        _, hist, status = grid.iterate(c, a, 1e-8, 400)
        counts.append(str(len(hist)) if status == "ok"
                      else f"{status}@{len(hist)}")
    cold.append((rs, counts))
print("iterations from G=0 to residual 1e-8 (limit 400):")
print("r_s   a=1   a=a_best   a=0.1")
for rs, counts in cold:
    print(f"{rs:4.0f}   " + "   ".join(counts))

# predicted against measured error factors on both sides of the limit
rs_t = 10.0
G_t = grid.solve(rs_t)
mu_t = grid.spectrum(rs_t, G_t)
print("r_s=10 error factor per step: a, predicted, measured")
for factor in (0.9, 1.1):
    a = factor * largest_mixing(mu_t)
    predicted = mixing_radius(mu_t, a)
    measured = measured_rate(grid, rs_t, G_t, a)
    assert abs(measured - predicted) < 0.02
    assert (measured < 1) == (factor < 1)
    print(f"  {a:.4f}  {predicted:.4f}  {measured:.4f}")

# special densities
rs_plain = brentq(lambda r: np.max(np.abs(grid.spectrum(r))) - 1,
                  1, 20, xtol=1e-4)
for factor in (0.8, 1.2):
    r = factor * rs_plain
    assert (measured_rate(grid, r, grid.solve(r), 1.0) < 1) == (factor < 1)
rs_rpa = brentq(lambda r: grid.contact(grid.s1(0 * G0, coupling(r))),
                0.1, 3, xtol=1e-5)
rs_stls = brentq(lambda r: grid.contact(
    grid.s1(grid.solve(r), coupling(r))), 1, 10, xtol=1e-4)
print(f"plain iteration locally stable below r_s = {rs_plain:.3f} a0")
print(f"RPA g(0) changes sign at r_s = {rs_rpa:.3f} a0")
print(f"STLS g(0) changes sign at r_s = {rs_stls:.3f} a0")
print("all tests passed")
```

Printed output:

```
r_s = 4.0 a0, k_F = 0.4798 1/a0, c = 2.6537
nodes in Q: 64, nodes in u: 110
error Lindhard vs state integral: 2.3e-15
error closure vs vector integral: 3.4e-11
error closure vs real-space form: 3.4e-15
error S, imaginary vs real axis: 2.9e-11
error Jacobian vs differences: 1.8e-12
grid change of g(0): 7.3e-12, of lam: 2.1e-11
r_s=1 tail Q^4(1-S)/(8 alpha r_s/3pi) at Q = 1462:
  RPA 1.0000, STLS 0.2232, STLS g(0) 0.2231
r_s=4: gamma = 0.5261, G(0.05)/0.05^2 = 0.5257
r_s=4:  Q/k_F   G_STLS   S_RPA   S_STLS
         0.5   0.1231   0.1236   0.1308
         1.0   0.4033   0.4108   0.4756
         1.5   0.6591   0.7092   0.8240
         2.0   0.8000   0.8946   0.9757
         3.0   0.9061   0.9778   0.9979
         4.0   0.9447   0.9930   0.9996
r_s=4, a=1, g(0) of successive iterates from RPA:
  -1.5990 1.4908 -1.0678 0.6982 -0.4284 0.2676 -0.1579 0.1013  [ok]
r_s   g0_RPA   g0_STLS   lam    a_max  a_best  rate
   1  -0.1258   0.2231   0.1719  1.7067  0.920  0.0800
   2  -0.6594   0.0988   0.3235  1.5111  0.860  0.1400
   4  -1.5990   0.0032   0.6085  1.2434  0.765  0.2350
   6  -2.4397  -0.0205   0.8849  1.0611  0.695  0.3100
  10  -3.9503  -0.0185   1.4330  0.8220  0.580  0.4200
  20  -7.2026  -0.0017   2.8249  0.5229  0.415  0.5873
iterations from G=0 to residual 1e-8 (limit 400):
r_s   a=1   a=a_best   a=0.1
   1   13   9   160
   2   19   12   161
   4   43   15   158
   6   171   19   161
  10   pole@3   25   162
  20   pole@1   40   163
r_s=10 error factor per step: a, predicted, measured
  0.7398  0.8000  0.8000
  0.9042  1.2000  1.2000
plain iteration locally stable below r_s = 6.839 a0
RPA g(0) changes sign at r_s = 0.782 a0
STLS g(0) changes sign at r_s = 4.147 a0
all tests passed
```
